# Two derivations of the Arrhenius rate from the classical RRK rate

## One and two oscillators

Take a single classical harmonic oscillator at temperature $T$, and suppose that it reacts with rate constant $A$ whenever its energy $E$ is at least $E_0$, and not at all below. With $\beta=1/k_BT$, its thermal energy density is $\beta e^{-\beta E}$, so the mean rate constant is

$$\int_{E_0}^{\infty}A\,\beta e^{-\beta E}\,dE=A e^{-\beta E_0}.$$

This is the Arrhenius rate. Now let two oscillators share the energy, and let the rate constant be $A(1-E_0/E)$ above the threshold. The density of the total energy is $\int_0^E\beta e^{-\beta\varepsilon}\,\beta e^{-\beta(E-\varepsilon)}d\varepsilon=\beta^2Ee^{-\beta E}$. The factor $E$ cancels the denominator of the rate:

$$\int_{E_0}^{\infty}A\,\frac{E-E_0}{E}\,\beta^2E\,e^{-\beta E}dE
=Ae^{-\beta E_0}\int_0^\infty x e^{-x}dx=Ae^{-\beta E_0},$$

where $x=\beta(E-E_0)$. The second oscillator makes high energies more common, but it also takes a share of the energy, and the two effects compensate.

For $s$ oscillators the classical RRK (Rice–Ramsperger–Kassel) rate constant is

$$k(E)=A\left(1-\frac{E_0}{E}\right)^{s-1}\quad(E\ge E_0),\qquad k(E)=0\quad(E<E_0).$$

Here $E$ is measured from the potential minimum, and $A$ and $E_0$ depend on neither $E$ nor $T$. The claim is that $\langle k\rangle=Ae^{-\beta E_0}$ at every temperature, provided that the populations stay thermal and that the same $s$ describes the rate and the energy distribution.

## First derivation: integrate over the total energy

The energy density of one oscillator comes from its phase space. The curve $p^2/2m+m(2\pi\nu)^2q^2/2=\varepsilon$ is an ellipse with semi-axes $\sqrt{2m\varepsilon}$ and $\sqrt{2\varepsilon/m}/(2\pi\nu)$. Its area is $\pi$ times their product, $\varepsilon/\nu$. Equal energy intervals therefore hold equal areas, and the Boltzmann factor alone shapes the density: $\beta e^{-\beta\varepsilon}$, whatever the frequency.

For $s$ independent oscillators the density of the total energy is

$$P_s(E)=\frac{\beta^sE^{s-1}e^{-\beta E}}{(s-1)!}.$$

This holds for $s=1$. If it holds for $s$, adding one oscillator gives

$$P_{s+1}(E)=\int_0^E P_s(E')\,\beta e^{-\beta(E-E')}dE'
=\frac{\beta^{s+1}e^{-\beta E}}{(s-1)!}\int_0^E E'^{\,s-1}dE'
=\frac{\beta^{s+1}E^{s}e^{-\beta E}}{s!},$$

because the last integral is $E^s/s$. The formula thus holds for every positive integer $s$.

Since $(1-E_0/E)^{s-1}=(E-E_0)^{s-1}/E^{s-1}$, the power of $E$ drops out of the product:

$$k(E)P_s(E)=\frac{A\beta^s}{(s-1)!}(E-E_0)^{s-1}e^{-\beta E}.$$

Put $E=E_0+x/\beta$. Then $(E-E_0)^{s-1}dE=\beta^{-s}x^{s-1}dx$ and $e^{-\beta E}=e^{-\beta E_0}e^{-x}$, so that

$$\langle k\rangle=\frac{Ae^{-\beta E_0}}{(s-1)!}\int_0^\infty x^{s-1}e^{-x}dx=Ae^{-\beta E_0}.$$

The integral is $\Gamma(s)=(s-1)!$. If $(s-1)!$ is replaced by $\Gamma(s)$ throughout, the calculation also covers a non-integer effective $s\ge1$. Quadrature for $s=1$, 2, 3.5, 10 and 20 at 400, 500 and 600 K, with $E_0=0.9$ eV, agrees with the Arrhenius expression to a relative deviation of at most $6.1\times10^{-14}$.

The integrand also shows which systems react. Their excess energy $E-E_0$ has the density $P_s$ itself, with mean $sk_BT$ and variance $s(k_BT)^2$, the sums of the means and variances of $s$ exponential densities. Reacting systems thus have mean energy $E_0+sk_BT$, while all systems have $sk_BT$. The difference is $E_0$.

This difference must equal the Arrhenius slope. Write $P=\rho e^{-\beta E}/Z$, with density of states $\rho$ and $Z=\int\rho e^{-\beta E}dE$. Then

$$-\frac{d\ln\langle k\rangle}{d\beta}
=\frac{\int E\,k\rho e^{-\beta E}dE}{\int k\rho e^{-\beta E}dE}
-\frac{\int E\rho e^{-\beta E}dE}{Z}.$$

The first term is the mean energy of reacting systems and the second that of all systems. The activation energy is therefore not the mean energy of those that react.

## Second derivation: ask about one oscillator

The RRK law has a statistical meaning. Suppose that reaction requires one chosen oscillator to hold at least $E_0$, and that it then proceeds with rate constant $A$. Energy is assumed to move among the oscillators fast enough for all phase-space regions at the given total energy to stay equally populated.

Let the chosen oscillator hold $\varepsilon$. The other $s-1$ share $E-\varepsilon$, and the phase space open to them is proportional to $(E-\varepsilon)^{s-2}$, by the power law found above. For $s\ge2$,

$$\Pr(\varepsilon\ge E_0\,|\,E)
=\frac{\int_{E_0}^{E}(E-\varepsilon)^{s-2}d\varepsilon}{\int_0^E(E-\varepsilon)^{s-2}d\varepsilon}
=\frac{(E-E_0)^{s-1}}{E^{s-1}}
=\left(1-\frac{E_0}{E}\right)^{s-1}.$$

For $s=1$ the chance is one above threshold and zero below, as before. Sampling 400,000 phase-space points for $s=4$ and $E_0/E=0.3$ gives 0.3437, against $0.7^3=0.3430$; the standard error of the sample is about 0.0008.

Hence $k(E)=A\Pr(\varepsilon\ge E_0|E)$. Averaging a conditional probability over its condition restores the unconditional probability:

$$\langle k\rangle=A\int_0^\infty\Pr(\varepsilon\ge E_0|E)P_s(E)\,dE
=A\Pr(\varepsilon\ge E_0).$$

In a thermal system of independent oscillators, the chosen one has density $\beta e^{-\beta\varepsilon}$ regardless of the others, so

$$\langle k\rangle=A\int_{E_0}^\infty\beta e^{-\beta\varepsilon}d\varepsilon=Ae^{-\beta E_0}.$$

This is why $s$ disappears. The other oscillators govern how the rate depends on total energy, but they do not alter the thermal chance that the chosen one is sufficiently excited.

## What each derivation assumes

Both need a thermal distribution of total energy and constant $A$ and $E_0$. The first takes all oscillators to be harmonic, with no upper end to their energy; the final averaging in the second needs this only of the chosen one, provided that it is independent of the others, since a coupling term changes its thermal energy density. They also differ in what they ask of the rate law.

The first takes $k(E)$ as a given function. It needs no critical oscillator, and so it applies to any mechanism that leads to the same function. A harmonic saddle is one. Let the reactant have frequencies $\nu_i$ ($s$ of them) and the saddle $\nu_j^\ddagger$ ($s-1$ of them). In classical counting, one state occupies an area $h$ per mode. The number of saddle states up to energy $E'$ and the reactant density of states are then

$$N^\ddagger(E')=\frac{E'^{\,s-1}}{(s-1)!\prod_jh\nu_j^\ddagger},\qquad
\rho(E)=\frac{E^{s-1}}{(s-1)!\prod_ih\nu_i}.$$

The forward flux through the saddle is $\int_0^\infty(p/m)\,\rho^\ddagger(E-E_0-p^2/2m)\,dp/h$, where $\rho^\ddagger=dN^\ddagger/dE'$. With $\eta=p^2/2m$ and $d\eta=(p/m)dp$ it becomes $N^\ddagger(E-E_0)/h$. If no trajectory recrosses, division by $\rho(E)$ gives

$$k(E)=\frac{N^\ddagger(E-E_0)}{h\rho(E)}
=\frac{\prod_i\nu_i}{\prod_j\nu_j^\ddagger}\left(1-\frac{E_0}{E}\right)^{s-1}.$$

The factor $h^s$ from $\rho$ cancels $h\cdot h^{s-1}$, so $A$ is a ratio of frequency products and contains no Planck constant.

The second derivation needs the critical oscillator, but not the explicit $P_s(E)$ in its final averaging. It therefore extends to quantized energy. Let all oscillators have quantum $h\nu$, and let reaction require $m$ quanta in the chosen one. With $q=e^{-\beta h\nu}$, that oscillator holds $v$ quanta with probability $(1-q)q^v$. The chance of at least $m$ is

$$\sum_{v=m}^\infty(1-q)q^v=q^m=e^{-\beta mh\nu}.$$

The average is again Arrhenius, with threshold $mh\nu$ above the ground level. At fixed total number $n$ of quanta, however, the rate constant differs. There are $\binom{n+s-1}{s-1}$ ways to distribute $n$ quanta. Setting aside $m$ of them for the chosen oscillator leaves $n-m$ to distribute freely, so

$$k_n=A\binom{n-m+s-1}{s-1}\bigg/\binom{n+s-1}{s-1}.$$

## A surface hydrogen transfer

Consider a first-order step in the regime of methane elimination between a methyl group on aluminium and a neighbouring surface hydroxyl, as in atomic layer deposition of alumina from trimethylaluminium and water. The parameters are rough typical values, not a calculation for that surface: $E_0=0.9$ eV, $s=10$, and three hydrogen modes of 3700, 800 and 300 cm$^{-1}$ that become two saddle modes of 1600 and 1300 cm$^{-1}$ and the motion across the barrier. The other seven modes are held unchanged and cancel from $A$:

$$A=(2.998\times10^{10}\ \mathrm{cm\,s^{-1}})\,
\frac{3700\times800\times300}{1600\times1300}\ \mathrm{cm^{-1}}
=1.28\times10^{13}\ \mathrm{s^{-1}}.$$

At 500 K, $k_BT=0.0431$ eV and $\beta E_0=20.888$, so

$$\langle k\rangle=1.28\times10^{13}\,e^{-20.888}\ \mathrm{s^{-1}}
=1.09\times10^4\ \mathrm{s^{-1}}.$$

A first-order step is 99 % complete after $\ln100/\langle k\rangle=0.42$ ms. The rate constant is 59 s$^{-1}$ at 400 K and $3.5\times10^5$ s$^{-1}$ at 600 K.

All systems have mean energy $10\times0.0431=0.43$ eV; those that react have 1.33 eV, with standard deviation $\sqrt{10}\times0.0431=0.14$ eV. At 1.33 eV the RRK rate constant is $5.0\times10^8$ s$^{-1}$. The thermal rate is far smaller because few systems have such energies.

Quantization shows how different rate laws can share one average. With quanta of 0.1 eV and $m=9$, the rate constant at 1.3 eV above the ground level is $1.8\times10^{10}$ s$^{-1}$, against $3.2\times10^8$ s$^{-1}$ for the classical law at 1.3 eV above the minimum. Yet both averages at 500 K are $1.09\times10^4$ s$^{-1}$. The binomial coefficient in the denominator of $k_n$ is cancelled by the same coefficient in the thermal population, just as $E^{s-1}$ cancels in the classical integral.

## Where the result fails

**Unequal numbers of oscillators.** Use $s'$ in the rate but $s$ in the distribution. The substitution for $x$ now gives

$$\frac{\langle k\rangle}{Ae^{-\beta E_0}}
=\frac1{\Gamma(s)}\int_0^\infty x^{s'-1}(x+\beta E_0)^{s-s'}e^{-x}dx.$$

For $s'<s$ this grows with $\beta E_0$, so the excess over Arrhenius shrinks on heating. With $s'=5$ and $s=10$ it is about 2030, 830 and 410 at 400, 500 and 600 K. An $s'$ fitted to energy-resolved rates cannot be combined with a distribution for another $s$ while keeping the Arrhenius result.

**Slow supply of energy.** Reaction removes energetic systems, and the surroundings must replace them. Suppose that each relaxation event, at frequency $\omega$, redraws the energy from the thermal distribution. For a population $n(E)$ with total $N$,

$$\frac{dn}{dt}=\omega NP_s(E)-\omega n-k(E)n.$$

When the overall decay is slow compared with $\omega$, setting the left side to zero gives $n=\omega NP_s/(\omega+k)$ and

$$k_{\rm uni}=\frac1N\int k(E)\,n(E)\,dE=\int\frac{\omega k(E)}{\omega+k(E)}P_s(E)\,dE.$$

For $\omega\gg k(E)$ over the energies that matter, this returns the Arrhenius rate. For $\omega\ll k(E)$ it tends to $\omega\int_{E_0}^\infty P_s\,dE$: each system lifted above threshold reacts before it relaxes, and the supply sets the rate. Because the classical $k(E)$ vanishes at threshold for $s>1$, this limit is approached only slowly as $\omega$ falls.

For a surface group with a rough $\omega=10^{12}$ s$^{-1}$, the rate at 500 K is only about 0.15 % below the Arrhenius value. The loss is this small because ten oscillators keep $k(E)$ far below $\omega$ at the energies that react; with the same $A$ and $\omega$ it is about 3 % for $s=5$ and 17 % for $s=3$. If the same ten oscillators were isolated in a gas near 1 Torr, with a rough $\omega=10^7$ s$^{-1}$, the classical ratio would be 0.10. With the equal quanta of 0.1 eV used above it would be smaller still, because fewer systems then lie above threshold. In this model, the thermal average for the surface group rests on fast energy exchange with the solid; a smaller $\omega$ would increase the loss.

**Quantum vibrations.** Equal quanta with a threshold fixed above the ground level kept the Arrhenius form, but a real saddle has its own frequencies and zero-point energy. Average $N^\ddagger/h\rho$ with weight $\rho e^{-\beta E}/Q$, where $Q$ is the reactant partition function:

$$\langle k\rangle=\frac{e^{-\beta E_0}}{hQ}\int_0^\infty N^\ddagger(E')e^{-\beta E'}dE'
=\frac{k_BT}{h}\frac{Q^\ddagger}{Q}e^{-\beta E_0}.$$

The last step integrates by parts, using $Q^\ddagger=\int e^{-\beta E'}dN^\ddagger$. With $u=\beta h\nu$, a classical mode contributes $1/u$ to a partition function. A quantum mode, measured from the potential minimum, contributes $\sum_ve^{-(v+1/2)u}=1/[2\sinh(u/2)]$. Replacing one by the other multiplies the classical rate by

$$\frac{\prod_if(u_i)}{\prod_jf(u_j^\ddagger)},\qquad f(u)=\frac{\sinh(u/2)}{u/2}.$$

As $u\to0$, $f\to1$ and the classical result returns. In the example the factor is 6.7 at 500 K. The zero-point energy lowers the barrier by half of $4800-2900$ cm$^{-1}$, or 0.118 eV, which alone would give $e^{0.118/0.0431}\approx15$. Since $f(u)=e^{u/2}(1-e^{-u})/u$, the rest of the factor, about 0.44, is the product of $(1-e^{-u})/u$ over the reactant modes divided by the same product over the saddle modes.

**Tunnelling.** If motion across the barrier is treated as separate from the other modes, a transmission probability $P_t(E)$ replaces the classical step at $E_0$. Here $E$ is the energy in that motion alone, and the rate is multiplied by

$$\kappa=\beta\int_0^\infty P_t(E)\,e^{\beta(E_0-E)}dE,$$

which equals one for the step. For the estimate, take the barrier $E_0\,\mathrm{sech}^2(x/a)$. Near its top it is $E_0(1-x^2/a^2)$, so an imaginary frequency of magnitude $\omega_b$ requires $m\omega_b^2/2=E_0/a^2$. With $y=x/a$, the Schrödinger equation becomes

$$\frac{d^2\psi}{dy^2}+4\left(\frac{E_0}{\hbar\omega_b}\right)^2\left(\frac{E}{E_0}-\mathrm{sech}^2y\right)\psi=0,$$

since $2ma^2E_0/\hbar^2=4E_0^2/(\hbar\omega_b)^2$. Numerical integration for a rough imaginary frequency of 1000 cm$^{-1}$ gives $\kappa=1.83$, 1.46 and 1.30 at 400, 500 and 600 K. These values are sensitive to that choice: 1500 cm$^{-1}$ would give about 4.5, 2.4 and 1.8.

Together the two quantum factors are 22.9, 9.8 and 5.8 at these temperatures. At 500 K the rate rises to $1.07\times10^5$ s$^{-1}$, as if the barrier were lower by $k_BT\ln9.83=0.098$ eV. On heating, the factor falls faster than $e^{0.098\,\mathrm{eV}/k_BT}$ would, so the apparent activation energy drops by more than 0.098 eV, from 0.90 to 0.76 eV. A straight Arrhenius line through the corrected rate at 500 K with that slope has prefactor $1.07\times10^5e^{0.759/0.0431}\approx5\times10^{12}$ s$^{-1}$, below the classical $A$. The fitted barrier and prefactor then no longer equal the $E_0$ and $A$ of the classical model.

## Beside a real deposition step

Alumina deposition with these precursors can be run at roughly 400 to 600 K, with pulses and purges from tens of milliseconds to seconds. The model's 0.42 ms at 500 K is shorter than this, while its classical rate at 400 K gives about 80 ms, within that range. Both times describe one elementary step on a prepared site. The model leaves out precursor transport, adsorption and crowding by neighbouring groups, so it is not a prediction of pulse time. For this surface step, treating the hydrogen motion as classical lowers the rate by about a factor of ten at 500 K, far more than incomplete relaxation does at the assumed $\omega=10^{12}$ s$^{-1}$ and $s=10$. A real surface also has a range of sites: a barrier different by 0.1 eV changes the rate at 500 K by $e^{0.1/0.0431}\approx10$, as much as both quantum effects together. Anharmonicity, changes in the seven other modes, an asymmetric barrier and coupling between tunnelling and vibration are not sized. The corrected rate is thus an estimate of magnitude; the numerical output gives the values behind it.

## Computed results

```
Barrier E0 = 0.90 eV; oscillators s = 10
Reactant modes that change (cm^-1): 3700.0 800.0 300.0
Saddle modes (cm^-1): 1600.0 1300.0 ; imaginary: 1000.0
Frequency factor A = 1.280e+13 1/s
kT at 500 K = 0.04309 eV; E0/kT = 20.888
Sampled chance, s=4, E0/E=0.3: 0.3437; formula 0.3430
State-count rate / classical rate = 1.00007
T = 400 K: averaged RRK rate 5.8569e+01 1/s; Arrhenius 5.8569e+01 1/s
T = 500 K: averaged RRK rate 1.0853e+04 1/s; Arrhenius 1.0853e+04 1/s
T = 600 K: averaged RRK rate 3.5278e+05 1/s; Arrhenius 3.5278e+05 1/s
Largest relative deviation, all s and T tested: 6.1e-14
Time for 99 % completion at 500 K = 0.424 ms
Mean energy, all systems = 0.4309 eV
Mean energy, reacting systems = 1.3309 eV
Standard deviation, reacting systems = 0.1363 eV
Arrhenius slope from quadrature = 0.90000 eV
k(E) at mean reacting energy = 5.001e+08 1/s
Rate with s=5, distribution with s=10, 400 K: 2034.438 times Arrhenius
Rate with s=5, distribution with s=10, 500 K: 831.792 times Arrhenius
Rate with s=5, distribution with s=10, 600 K: 414.888 times Arrhenius
Surface relaxation 1e+12 1/s: rate/Arrhenius = 0.99855
Gas relaxation 1e+07 1/s: rate/Arrhenius = 0.1002
Equal quanta: size 0.100 eV, threshold m = 9
Equal-quanta average at 500 K = 1.0853e+04 1/s
k at 1.30 eV: equal quanta 1.840e+10 1/s, classical 3.164e+08 1/s
Zero-point lowering of barrier = 0.1178 eV
T = 400 K: vibration factor 12.521, tunnelling factor 1.830, product 22.91
T = 500 K: vibration factor 6.744, tunnelling factor 1.457, product 9.83
T = 600 K: vibration factor 4.460, tunnelling factor 1.296, product 5.78
Rate at 500 K with both factors = 1.067e+05 1/s
Equivalent barrier change at 500 K = -0.0985 eV
Apparent activation energy with both factors = 0.7594 eV
```
